# Direct and trap-assisted tunnelling through a thin oxide

**The situation.** Electrons leak from a source, through a thin insulating layer, to a drain. An electron striking the layer crosses it directly with probability $T_d=10^{-12}$. A trap at the centre of the layer offers a second path: an attempt to pass from source to trap succeeds with probability $T_1=10^{-6}$, and an attempt to pass from trap to drain with probability $T_2=10^{-6}$.

Unless a part says otherwise, assume the following.

- There is one conducting channel, one trap, and no spin.
- The trap holds at most one electron.
- Direct crossing, entry and exit have the same attempt rate $\nu$.
- At the working energy the source states are full and the drain states are empty. An electron in the trap therefore cannot go back, and none enters from the drain.

Algebra is in atomic units ($\hbar=m_e=e=1$). Numbers for the layer are in nm, eV and MV/cm.

## Part (a): waiting in the trap

**Question.** The product $T_1T_2$ equals $T_d$, which might suggest that the trap brings no gain. What event does the product describe? Find the mean number of attempts an electron needs to reach the drain through the trap.

**Answer.** The product is the probability that one attempt at entry succeeds and that the very next attempt, at exit, succeeds too. It would be the relevant number if an electron that failed to leave at once were lost from the path. A trapped electron is not lost: it stays and tries again.

Let $M$ be the mean number of attempts needed when each succeeds with probability $T$. One attempt is always made, and with probability $1-T$ it fails and the electron is back where it began:

$$M=1+(1-T)M .$$

Subtracting $(1-T)M$ from both sides gives $TM=1$, so $M=1/T$. Entry and exit follow one another, so their mean numbers add:

$$M_{\rm trap}=\frac1{T_1}+\frac1{T_2}=10^6+10^6=2\times10^6 .$$

The direct path needs $1/T_d=10^{12}$ attempts on average. The trap divides one very improbable event into two less improbable ones, and keeps the progress made by the first.

## Part (b): the steady rate

**Question.** Write the balance equation for the mean trap occupation $n$, find the steady rate through the trap, and show that it is 500,000 times the direct rate.

**Answer.** The trap can be filled only when empty, which has probability $1-n$, and emptied only when full, which has probability $n$. Hence

$$\frac{dn}{dt}=\nu T_1(1-n)-\nu T_2n=\nu T_1-\nu(T_1+T_2)n .$$

In the steady state the left side is zero, so

$$n=\frac{T_1}{T_1+T_2}.$$

The rate $R$ at which electrons reach the drain is the exit rate:

$$R=\nu T_2n=\nu\frac{T_1T_2}{T_1+T_2}.$$

The direct rate is $R_d=\nu T_d$. The attempt rate cancels in the ratio, which we call the gain $G$:

$$G=\frac{R}{R_d}=\frac{T_1T_2}{T_d(T_1+T_2)}
=\frac{10^{-12}}{10^{-12}\times2\times10^{-6}}=5\times10^5 .$$

This is the required factor. The trap is full half of the time, $n=1/2$, and the path acts like a single barrier of transmission $T_1/2=5\times10^{-7}$. The half arises because an electron must wait twice. If the direct path stays open beside the trap, the total rate is $G+1=500{,}001$ times the direct one.

Two limits show how the formula works. If $T_1\ll T_2$, then $R\to\nu T_1$ and the trap is nearly always empty. If $T_2\ll T_1$, then $R\to\nu T_2$ and it is nearly always full. The slower step sets the rate. If the entry and exit attempt rates differ, $\nu T_1$ and $\nu T_2$ are replaced by $\nu_1T_1$ and $\nu_2T_2$, and the gain is no longer fixed by the transmissions alone.

## Part (c): which assumptions fix the factor one half?

**Question.** Take $T_1=T_2=T$. Find the gain (i) when source and drain states have occupations $f_L$ and $f_R$; (ii) for an isolated stored electron that may return from the trap to its empty home state with probability $T$ per attempt; (iii) when both spins are counted, with full source and empty drain.

**Answer.** (i) The trap now exchanges electrons with both sides:

$$\frac{dn}{dt}=\nu T\left[(f_L+f_R)(1-n)-(2-f_L-f_R)n\right]
=\nu T(f_L+f_R-2n).$$

In the steady state $n=(f_L+f_R)/2$. The net rate from source to trap is entry minus return,

$$\nu T[f_L(1-n)-(1-f_L)n]=\nu T(f_L-n)=\tfrac12\nu T(f_L-f_R).$$

The net direct rate is

$$\nu T_d[f_L(1-f_R)-f_R(1-f_L)]=\nu T_d(f_L-f_R).$$

The ratio is again $T/(2T_d)=5\times10^5$, provided $f_L\ne f_R$. Partial filling slows both paths equally at a given energy.

(ii) Let $M_S$ and $M_t$ be the mean numbers of attempts still needed from the home state and from the trap. From the trap, an attempt leads out with probability $T$ and home with probability $T$. The mean wait there is $1/(2T)$, and half of the departures lead home:

$$M_S=\frac1T+M_t,\qquad M_t=\frac1{2T}+\frac12M_S .$$

Inserting the second equation in the first gives $\frac12M_S=3/(2T)$, so $M_S=3/T$. The ratio of the mean direct time to the mean trap time is

$$G=\frac{1/T_d}{3/T}=\frac{T}{3T_d}\approx333{,}333 .$$

(iii) Either spin can enter the empty trap, so the entry rate is $2\nu T(1-n)$. One electron then blocks the other, and the exit rate is $\nu Tn$. Equating them gives $n=2/3$ and $R=\frac23\nu T$. The direct rate is $2\nu T_d$, one $\nu T_d$ for each spin. The ratio is again $T/(3T_d)\approx333{,}333$.

The order of magnitude survives these changes, but the figure 500,000 belongs to the stated counting.

## Part (d): does coherence change the rate?

**Question.** Treat the trap as a well between two barriers, crossed by a coherent wave. Show that the rate integrated over a narrow resonance agrees with part (b).

**Answer.** A wave can cross at once, or after any number of round trips in the well. Let $\theta$ be the phase gained in a round trip and $\rho=\sqrt{(1-T_1)(1-T_2)}$ the factor by which its amplitude shrinks. The geometric series of amplitudes gives

$$T(E)=\frac{T_1T_2}{|1-\rho e^{i\theta}|^2}
=\frac{T_1T_2}{(1-\rho)^2+4\rho\sin^2(\theta/2)} .$$

For small transmissions $1-\rho\approx a$, with $a=(T_1+T_2)/2$. Near resonance $\theta=2\pi j+\varepsilon$, with $j$ an integer and $\varepsilon$ small, so

$$T(E)\approx\frac{T_1T_2}{a^2+\varepsilon^2}.$$

In a well of width $L$ an electron of speed $v$ strikes a given wall $\nu=v/(2L)$ times per unit time. Neglecting any delay on reflection, $\theta=2kL$ plus a constant. Since $dE/dk=v$, we have $d\theta/dE=2L/v=1/\nu$, hence $dE=\nu\,d\varepsilon$.

A full one-dimensional channel contains $dk/(2\pi)$ right-moving electrons per unit length, moving at speed $v$. It therefore delivers $v\,dk/(2\pi)=dE/(2\pi)$ electrons per unit time. The transmitted rate is

$$R=\int\frac{dE}{2\pi}T(E)
=\frac{\nu T_1T_2}{2\pi}\int_{-\infty}^{\infty}\frac{d\varepsilon}{a^2+\varepsilon^2}
=\frac{\nu T_1T_2}{2\pi}\,\frac{\pi}{a}
=\nu\frac{T_1T_2}{T_1+T_2}.$$

For equal barriers the peak transmission is $T_1T_2/a^2=1$, but the peak is so narrow that its area gives the sequential rate.

A numerical solution of the wave equation for two delta barriers, with single-barrier transmissions $9.915\times10^{-5}$ and $2.754\times10^{-4}$, gave 0.9955 times the sequential rate at the lowest resonance. Most of the shortfall is the neglected reflection delay. A delta barrier of strength $g\gg k$ has transmission $T\approx(k/g)^2$ and a reflection phase $\pi+\arctan(k/g)$, whose slope is about $1/g=\sqrt T/k$. With $kL\approx\pi$, the two delays lengthen the round trip by the fraction $(\sqrt{T_1}+\sqrt{T_2})/(2\pi)\approx0.0042$.

This calculation also gives the equal-attempt condition a meaning. If the direct current is carried by a filled energy window $W$, its attempt rate is $W/(2\pi)$, or $W/h$ in ordinary units. It equals $\nu$ only if $W=h\nu$. For a window that contains this one resonance and no other level, with $T_d$ constant across it, the gain is multiplied by $h\nu/W$: less than one if $W>h\nu$, more than one if $W<h\nu$. In this well $\theta$ advances by $2\pi$ over an energy $h\nu$, so $h\nu$ is about the level spacing, and a much wider window holds several levels whose rates add. For walls of constant transmission, a window starting at the band bottom and $\nu$ taken at the lowest level, the second level enters at $W=2h\nu$; once the first level is inside, the factor stays between $1/2$ and $2$ and tends to one.

## Part (e): why the centre?

**Question.** In the exponential estimate a uniform barrier whose top lies $\phi$ above the electron's energy, with thickness $d$, transmits $e^{-2\kappa d}$, where $\kappa=\sqrt{2m\phi}$. Find $G$ for a trap displaced by $\delta$ from the centre. For $\phi=3.1$ eV and $m=0.4$ electron masses, $\kappa=5.705\ \mathrm{nm^{-1}}$. Find $d$, and the gain for $\delta=0.2$ nm.

**Answer.** The two parts of the barrier have thicknesses $d/2+\delta$ and $d/2-\delta$. Since $e^{-\kappa d}=\sqrt{T_d}$,

$$T_1=\sqrt{T_d}\,e^{-2\kappa\delta},\qquad
T_2=\sqrt{T_d}\,e^{2\kappa\delta}.$$

Their product is $T_d$ for every $\delta$, so the formula of part (b) reduces to

$$G=\frac1{T_1+T_2}=\frac1{2\sqrt{T_d}\cosh(2\kappa\delta)} .$$

Since $\cosh$ is smallest at zero, the gain is largest for a central trap. Moving the trap speeds one step but slows the other, and the slower one governs. At the centre $T_1=T_2=\sqrt{T_d}=10^{-6}$, so the transmissions given in the question fit together in this model. There $G=\frac12e^{\kappa d}$, which grows with thickness: a trap matters more, relative to direct tunnelling, in a thicker layer.

The thickness follows from $2\kappa d=\ln10^{12}=27.63$:

$$d=\frac{27.63}{2\times5.705\ \mathrm{nm^{-1}}}=2.42\ \mathrm{nm}=24.2\ \text{angstrom}.$$

For $\delta=0.2$ nm, $2\kappa\delta=2.282$ and $\cosh2.282=4.95$. Thus $G=5\times10^5/4.95=1.0\times10^5$. A shift of about one twelfth of the thickness costs a factor of five.

## Part (f): rates and an applied field

**Question.** Take $\nu=10^{13}\ \mathrm{s^{-1}}$. Find both rates, the mean times and the trap current. Then apply 1 MV/cm, keeping the electron energy fixed at 3.1 eV below the barrier top on the source side, with the central trap level at that same energy. How does the gain change?

**Answer.** The direct rate is $10^{13}\times10^{-12}=10\ \mathrm{s^{-1}}$, a mean time of 0.1 s. The trap rate is $10^{13}\times5\times10^{-7}=5\times10^6\ \mathrm{s^{-1}}$, a mean time of $2\times10^{-7}$ s. Multiplying by the electron charge gives a trap current of $8.0\times10^{-13}$ A.

The level width is $\hbar\nu(T_1+T_2)=1.316\times10^{-8}$ eV. Dividing by $2\times10^{-6}$ and multiplying by $2\pi$ gives $h\nu=0.041$ eV, the window for which part (d) finds equal attempt rates.

A field $F$ lowers the barrier along the path to $\phi-Fx$. The exponent between $x_a$ and $x_b$ is

$$2\int_{x_a}^{x_b}\!\sqrt{2m(\phi-Fx)}\,dx
=\frac{4\sqrt{2m}}{3F}\left[(\phi-Fx_a)^{3/2}-(\phi-Fx_b)^{3/2}\right].$$

The drop across the layer is 0.242 eV. The second half is lower than the first, so it transmits more: the values are $T_1=1.145\times10^{-6}$ and $T_2=1.508\times10^{-6}$. The exponents of the halves add, so $T_1T_2=T_d=1.73\times10^{-12}$, and

$$G=\frac1{T_1+T_2}=\frac1{2.653\times10^{-6}}=3.8\times10^5 .$$

Both paths become faster, but the direct one gains more. If the filled window $W$ were the whole 0.242 eV and contained only this one trap level, part (d) would multiply this gain by $0.041/0.242\approx0.17$, which brings it to about $6\times10^4$, taking the transmissions as constant over the window. In fact $T_d$ changes by a factor of about three across this window, so the figure runs from $3.5\times10^4$ to $1.1\times10^5$ as the level moves from the bottom to the top of the window. The one-level condition is an added assumption: the simple well with this $\nu$ has levels at 0.021, 0.083 and 0.186 eV, all three inside a 0.242 eV window from the band bottom, and with constant wall transmissions its factor is about 1.0, not 0.17. The factor is also proportional to the chosen $\nu$, which part (g) examines.

## Part (g): a real tunnel layer

**Question.** Compare the model with the tunnel oxide of a charge-trap memory. Estimate the effect of (i) the barrier parameters and the exponential estimate, (ii) lattice relaxation at the trap, and (iii) a low density of traps.

**Answer.** The barrier height and mass are rough typical values for electrons entering silicon dioxide from silicon, and a thickness of 2 to 3 nm is in the range of thin tunnel oxides in such memories. The field of 1 MV/cm is about a tenth of a rough breakdown field of 10 MV/cm. The attempt rate is a round choice, not the bounce rate of a real trap: at the lowest level of the simple well in part (d), it would require a width of about 4.3 nm for the free electron mass, or 6.7 nm for a mass of 0.4, more than the whole layer. A rigid point-like trap bound $\phi=3.1$ eV below the barrier top, solved in one dimension with equal masses, has instead $\nu\approx(2\phi/\hbar)\,4\sqrt{E\phi}/(E+\phi)=6.6\times10^{15}\ \mathrm{s^{-1}}$ for incident kinetic energy $E=0.1$ eV. Then $h\nu=27$ eV, and the window factor raises the gain, to about $10^8$ for $W=0.242$ eV with $T_d$ held constant. The estimates below keep equal attempt rates. Of the assumptions examined below, the two that change the gain most, for the values chosen, are a rigid lattice around the trap and a trap within reach of every electron.

(i) At fixed thickness and zero field, a mass of 0.5 instead of 0.4 raises the gain to $2.6\times10^6$, because $G=\frac12e^{\kappa d}$. A barrier of 3.0 eV instead of 3.1 eV lowers it to $4.0\times10^5$. The exponential estimate also omits a prefactor. For a rectangular barrier with equal masses inside and outside and incident kinetic energy $E$, matching the waves gives

$$T_d=\left[1+\frac{(E+\phi)^2\sinh^2\kappa d}{4E\phi}\right]^{-1}
\approx\frac{16E\phi}{(E+\phi)^2}\,e^{-2\kappa d},$$

where $\sinh\kappa d\approx\frac12e^{\kappa d}$ was used. For $E=0.1$ eV the prefactor is 0.48. The two trap steps have prefactors of their own, which depend on the shape of the trap, so this number alone does not correct the gain.

Thermal escape over the barrier is negligible here. At 300 K its Boltzmann factor is $e^{-3.1/0.02585}\approx10^{-52}$, against $10^{-6}$ for tunnelling out of the trap.

(ii) If the surrounding atoms must rearrange before each step, both steps are slowed. For an assumed activation energy of 0.2 eV at 300 K, the factor is

$$s=e^{-0.2/0.02585}=4.4\times10^{-4}.$$

Replacing $T_1$ and $T_2$ by $sT_1$ and $sT_2$ multiplies the numerator of $G$ by $s^2$ and the denominator by $s$. The gain becomes $sG\approx220$. The activation energy is an illustration, and the result depends on it exponentially.

(iii) Let there be $n_s$ electrons and $N_t$ central traps per unit area, and suppose that each trap is fed by one nearby electron at a time. The direct rate per area is $n_s\nu T_d$, and the trap rate per area is $N_t\nu T_1/2$. Their ratio is

$$G_{\rm area}=G\,\frac{N_t}{n_s}
=5\times10^5\times\frac{10^{10}\ \mathrm{cm^{-2}}}{10^{13}\ \mathrm{cm^{-2}}}=500 ,$$

for these rough densities. This puts an electron directly in line with every trap. Faster entry, from several electrons, can at most double the ratio, to 1000, because exit then limits the rate. A lateral offset $r$ works the other way: if the electrons are localised at random positions at this density, about 3 nm apart, and each enters with transmission $e^{-2\kappa\sqrt{(d/2)^2+r^2}}$, the average ratio is about 50.

With (ii) and (iii) together the ratio is $500\times4.4\times10^{-4}\approx0.2$: averaged over the area, and for equal attempt rates, the trap path would then carry less than the direct path. A trap attempt rate well above the direct one could reverse this. The factor 500,000 describes one channel with one well-placed trap under the conditions at the head of the question. It does not give the leakage of a whole memory cell. The input parameters are listed in the numerical output.

## Numbers as computed

```
direct transmission: 1.0e-12
transmission of each trap step: 1.0e-06
product of the two steps: 1.0e-12
trap occupation: 0.5000
effective trap transmission: 5.000e-07
gain, trap over direct: 500000
total over direct, both paths: 500001
mean attempts through trap: 2.0000e+06
gain with return to vacated home state: 333333
gain with two spins, single occupancy: 333333
coherent over sequential rate, test wells: 0.9955
single-barrier transmissions in that test: 9.915e-05, 2.754e-04
barrier height (rough): 3.1 eV
tunnelling mass (rough): 0.4 electron masses
decay constant: 5.705 1/nm
layer thickness: 2.422 nm = 24.22 angstrom
attempt rate (chosen): 1.0e+13 1/s
direct rate: 10 1/s
trap rate: 5.000e+06 1/s
mean direct time: 0.1 s
mean trap-path time: 2.000e-07 s
trap current: 8.011e-13 A
trap level width: 1.316e-08 eV
trap displacement: 0.2 nm; gain: 1.010e+05
field: 1.0 MV/cm; voltage drop: 0.242 V
field over rough breakdown field: 0.10
rough breakdown field: 10 MV/cm
half transmissions in field: 1.145e-06, 1.508e-06
direct transmission in field: 1.728e-12
gain in field: 3.768e+05
gain if mass is 0.5 electron masses: 2.554e+06
gain if barrier is 3.0 eV: 3.994e+05
incident kinetic energy for prefactor: 0.1 eV
exact over exponential direct transmission: 0.484
temperature: 300 K; thermal energy: 0.02585 eV
log10 thermal factor over barrier: -52.1
assumed relaxation activation energy: 0.2 eV
activation factor: 4.367e-04; gain: 218.3
trap density (rough): 1.0e+10 1/cm2
electron density (rough): 1.0e+13 1/cm2
area-averaged gain, trap over direct: 500.0
```
